# Drift, diffusion and branching in importance-sampled imaginary-time evolution, part 1

(Sections cited here and not found follow in the second part.)

## First half: the form of the equation and a derivation by the product rule

### What dimensions and symmetry fix

We use Hartree atomic units for particles of unit mass. Setting $\hbar$ and the mass to one, and keeping length as the one remaining dimension, an energy, an inverse time and an inverse squared length all have the same dimension. This restricts what can happen when a solution of the imaginary-time Schrödinger equation is multiplied by a trial function.

Let $R$ denote all Cartesian coordinates of the particles and $\nabla$ the gradient with respect to all of them. Let $\phi(R,\tau)$ obey

$$
\frac{\partial\phi}{\partial\tau}=\frac12\nabla^2\phi-(V-E_T)\phi ,
\tag{1}
$$

where $V(R)$ is a real potential and $E_T$ is a constant reference energy. Let $\psi_T(R)$ be a real trial function that does not depend on $\tau$, and define

$$
f(R,\tau)=\psi_T(R)\,\phi(R,\tau).
\tag{2}
$$

Where $\psi_T\neq0$ we may write $\phi=f/\psi_T$ and insert it in (1). The result is linear in $f$, first order in $\tau$ and second order in space. The second derivatives of $f$ keep the coefficient $\frac12$, because the factor $1/\psi_T$ that accompanies them is cancelled when the equation is multiplied by $\psi_T$. Hence

$$
\frac{\partial f}{\partial\tau}=\frac12\nabla^2 f+\mathbf b\cdot\nabla f+c\,f ,
$$

with a vector $\mathbf b$ and a scalar $c$ still to be found.

Three observations restrict them. First, replacing $\psi_T$ by a constant multiple of itself multiplies $f$ by that constant and cannot change a linear equation. So $\mathbf b$ and $c$ contain $\psi_T$ through ratios such as $\nabla\psi_T/\psi_T$. Secondly, the Laplacian contains two derivatives. In $\mathbf b\cdot\nabla f$ one of them acts on $f$, which leaves one for $\psi_T$; in $c\,f$ both act on $\psi_T$. This agrees with the dimensions: $\mathbf b$ is a velocity, or an inverse length in these units, and $c$ is an energy, or an inverse squared length. Thirdly, the Laplacian is unchanged by rotations of the coordinate space, so $\mathbf b$ must be a vector and $c$ a scalar built from $\psi_T$. The potential enters by multiplication and contributes $-(V-E_T)$ to $c$. Therefore

$$
\mathbf b=\beta\,\frac{\nabla\psi_T}{\psi_T},\qquad
c=-(V-E_T)+\gamma\,\frac{\nabla^2\psi_T}{\psi_T}+\delta\,\frac{|\nabla\psi_T|^2}{\psi_T^2},
\tag{3}
$$

where $\beta$, $\gamma$ and $\delta$ are pure numbers. Symmetry does not supply their values. Whatever the values, the identity $\mathbf b\cdot\nabla f=\nabla\cdot(f\mathbf b)-f\,\nabla\cdot\mathbf b$ lets the terms be grouped into a transport of $f$, written as a divergence, and a local gain or loss. The derivation supplies the three numbers and shows which function of position the local rate turns out to be.

### Conventions and the result

Equation (1) comes from the real-time equation $i\,\partial\Psi/\partial t=(H-E_T)\Psi$ with

$$
H=-\frac12\nabla^2+V .
$$

Setting $t=-i\tau$ gives $\partial/\partial t=i\,\partial/\partial\tau$. The left side becomes $i\cdot i\,\partial\phi/\partial\tau=-\partial\phi/\partial\tau$, so that $\partial\phi/\partial\tau=-(H-E_T)\phi$, which is (1). The constant $E_T$ multiplies the solution by $e^{E_T\tau}$ and leaves its shape alone.

Two functions built from $\psi_T$ appear in the result, the drift velocity and the local energy:

$$
\mathbf v=\nabla\ln|\psi_T|=\frac{\nabla\psi_T}{\psi_T},\qquad
E_L=\frac{H\psi_T}{\psi_T}=V-\frac{\nabla^2\psi_T}{2\psi_T}.
\tag{4}
$$

The absolute value makes the logarithm real where $\psi_T$ is negative; the ratio is the same for both signs. The statement to be derived is

$$
\frac{\partial f}{\partial\tau}=\frac12\nabla^2f-\nabla\cdot(f\mathbf v)-(E_L-E_T)f .
\tag{5}
$$

It holds at points where $\psi_T\neq0$ and where $\psi_T$ and $\phi$ are twice differentiable. The potential is assumed to be local, meaning that it acts by multiplication.

### Multiplying by the trial function

Multiply (1) by $\psi_T$. Since $\psi_T$ does not depend on $\tau$, it may be taken inside the time derivative:

$$
\frac{\partial f}{\partial\tau}=\frac12\psi_T\nabla^2\phi-(V-E_T)f .
\tag{6}
$$

The second term used locality, $\psi_T V\phi=Vf$. The first term is not yet written in terms of $f$. We subtract and add $\frac12\phi\nabla^2\psi_T$:

$$
\frac12\psi_T\nabla^2\phi
=\frac12\left(\psi_T\nabla^2\phi-\phi\nabla^2\psi_T\right)+\frac12\phi\nabla^2\psi_T .
\tag{7}
$$

The reason for this choice is that the bracket is a divergence. By the product rule,

$$
\nabla\cdot(\psi_T\nabla\phi)=\nabla\psi_T\cdot\nabla\phi+\psi_T\nabla^2\phi,
\qquad
\nabla\cdot(\phi\nabla\psi_T)=\nabla\phi\cdot\nabla\psi_T+\phi\nabla^2\psi_T .
$$

On subtraction the two scalar products cancel, and

$$
\psi_T\nabla^2\phi-\phi\nabla^2\psi_T=\nabla\cdot(\psi_T\nabla\phi-\phi\nabla\psi_T).
\tag{8}
$$

It is natural to define a current $\mathbf J$ with the sign for which a positive divergence means a loss:

$$
\mathbf J=\frac12(\phi\nabla\psi_T-\psi_T\nabla\phi).
\tag{9}
$$

The first part of (7) is then $-\nabla\cdot\mathbf J$. To express $\mathbf J$ through $f$, use

$$
\phi\nabla\psi_T=\phi\psi_T\frac{\nabla\psi_T}{\psi_T}=f\mathbf v,
\qquad
\psi_T\nabla\phi=\nabla(\psi_T\phi)-\phi\nabla\psi_T=\nabla f-f\mathbf v .
$$

Inserting both in (9) gives

$$
\mathbf J=\frac12\left[f\mathbf v-(\nabla f-f\mathbf v)\right]=f\mathbf v-\frac12\nabla f .
\tag{10}
$$

The drift appears twice with weight one half, which is why its final coefficient is one. Taking minus the divergence,

$$
-\nabla\cdot\mathbf J=\frac12\nabla^2f-\nabla\cdot(f\mathbf v).
$$

What remains is the last term of (7) together with the potential term of (6):

$$
\frac12\phi\nabla^2\psi_T-(V-E_T)f
=\left(\frac{\nabla^2\psi_T}{2\psi_T}-V+E_T\right)f
=-(E_L-E_T)f ,
$$

where the last step is the definition (4). The sum of the two pieces is (5).

The unknown numbers in (3) can now be read off. Expanding the drift term gives $-\nabla\cdot(f\mathbf v)=-\mathbf v\cdot\nabla f-f\,\nabla\cdot\mathbf v$, and differentiating the quotient in $\mathbf v$ gives

$$
\nabla\cdot\mathbf v=\frac{\nabla^2\psi_T}{\psi_T}-\frac{|\nabla\psi_T|^2}{\psi_T^2}.
$$

Thus $\beta=-1$ and $\delta=1$. The coefficient $\gamma$ receives $-1$ from the drift and $+\frac12$ from the local energy, so $\gamma=-\frac12$.

### What the terms mean

The first two terms of (5) move $f$ about without creating or destroying it. Diffusion spreads it, and the drift carries it along $\mathbf v$, towards larger $|\psi_T|$. The last term changes the amount of $f$ locally: there is gain where $E_L<E_T$ and loss where $E_L>E_T$.

The coefficient of the drift is tied to that of the diffusion. If the kinetic operator is $-D\nabla^2$ instead of $-\frac12\nabla^2$, every factor $\frac12$ in (7) to (9) becomes $D$. The current is then $2Df\,\nabla\ln|\psi_T|-D\nabla f$, with drift velocity $2D\,\nabla\ln|\psi_T|$. For $D=\frac12$ this is (4).

Two limits help to fix the picture. If $\psi_T=1$, then $\mathbf v=0$, $E_L=V$ and $f=\phi$, and (5) returns to (1). If $\psi_T$ is an eigenfunction of $H$ with energy $E$, then $E_L=E$ everywhere away from its nodes. The source term then multiplies $f$ by a common factor in time, and that factor is constant if $E_T=E$.

The local energy can remain finite where $V$ does not. For one electron at distance $r$ from a nucleus of charge $Z$, take $V=-Z/r$ and $\psi_T=e^{-Zr}$. The radial Laplacian gives

$$
\frac{\nabla^2\psi_T}{\psi_T}=Z^2-\frac{2Z}{r},\qquad
E_L=-\frac Zr-\frac{Z^2}{2}+\frac Zr=-\frac{Z^2}{2}.
$$

Here $\psi_T$ is not differentiable at $r=0$, so (5) is used outside a small sphere. The current (9) is bounded for bounded $\phi$ and $\nabla\phi$, and its flux through the sphere vanishes with the area $4\pi r^2$. No point source is left behind. On a line the situation differs: a kink in $\psi_T$ puts a delta function into $\psi_T''$ and therefore into the source term.

### Nodes and the balance of weight

A node of $\psi_T$ divides space into pockets, and (5) holds inside each of them. The function $f$ can be read as a density of walkers if $\phi$ and $\psi_T$ have the same sign there. The equation does not enforce this; it has to be arranged through the initial and boundary conditions.

Let $N=\int_\Omega f\,dR$ be the total weight in a pocket $\Omega$, with $f$ decaying fast enough that the flux of $\mathbf J$ vanishes at infinity. Integrating (5) and applying the divergence theorem with the outward normal $\mathbf n$ gives

$$
\frac{dN}{d\tau}=-\oint_{\partial\Omega}\mathbf J\cdot\mathbf n\,dS-\int_\Omega(E_L-E_T)f\,dR .
\tag{11}
$$

On the node, where $\psi_T=0$, the form (9) reduces to $\mathbf J=\frac12\phi\nabla\psi_T$. This vanishes if $\phi=0$ on the node, which is the fixed-node boundary condition. Where both $\phi$ and $\nabla\psi_T$ are nonzero on the node, weight passes through the boundary, although $f$ itself is zero there.

A half-line shows the size of this term. Let $\psi_T=xe^{-ax^2/2}$ on $x>0$ with $a=1.2$, let $V=x^2/2+0.1x^4$ and $E_T=0.6$, and consider the instant at which $\phi=e^{-(x-1)^2/2}$. Since $\psi_T'(0)=1$,

$$
J(0)=\frac12\phi(0)\psi_T'(0)=\frac12e^{-1/2}=0.30327 .
$$

The outward normal at $x=0$ points towards negative $x$, so the boundary term in (11) is $+J(0)$. The source integral is $-0.88695$, and

$$
\frac{dN}{d\tau}=-0.88695+0.30327=-0.58368 .
$$

The same rate follows from integrating $-\psi_T(H-E_T)\phi$ directly. With $\phi=xe^{-(x-1)^2/2}$, which vanishes at the node, the boundary term is zero, and both the rate and the source integral are $-1.03990$.

### The equation at one point

For a case without nodes, take one particle on a line with

$$
V=\frac{x^2}{2}+\lambda x^4,\qquad \psi_T=e^{-ax^2/2},\qquad
\lambda=0.1,\quad a=1.2,\quad E_T=0.6 .
$$

Lengths are in bohr and energies in hartree. From $\psi_T'=-ax\psi_T$ and $\psi_T''=(a^2x^2-a)\psi_T$,

$$
v=-ax,\qquad
E_L=\frac a2+\frac{1-a^2}{2}x^2+\lambda x^4=0.6-0.22x^2+0.1x^4 .
\tag{12}
$$

Start from $\phi\propto e^{-a(x-1)^2/2}$. The exponents of $\psi_T$ and $\phi$ combine through $\frac12x^2+\frac12(x-1)^2=(x-\frac12)^2+\frac14$. Choosing the constant so that $N=1$,

$$
f(x,0)=\sqrt{\frac a\pi}\;e^{-a(x-1/2)^2}.
\tag{13}
$$

At $x=1$ this gives $f=0.4579$. The derivatives there are $f'=-2a(x-\frac12)f=-1.2f$ and $f''=[4a^2(x-\frac12)^2-2a]f=(1.44-2.4)f=-0.96f$. The three terms of (5) are

$$
\begin{aligned}
\tfrac12f''&=-0.48f=-0.2198,\\
-(fv)'&=af+axf'=(1.2-1.44)f=-0.24f=-0.1099,\\
-(E_L-E_T)f&=-(0.48-0.6)f=0.12f=0.0549 .
\end{aligned}
$$

Their sum is $-0.60f=-0.2747$. The original equation (1) must give the same rate. At $x=1$ the initial $\phi$ has $\phi''=-a\phi$, and $V-E_T=0.6-0.6=0$, so $\psi_T\,\partial\phi/\partial\tau=-\frac12af=-0.60f$. At this point the original equation contains no gain or loss from the potential, while the equation for $f$ has a gain that is outweighed by drift and diffusion. The division into transport and source depends on $\psi_T$; the rate of change of $\phi$ does not.

## Second half: a derivation from the short-time kernel, and a comparison

### What is carried over

The function $\phi(R,\tau)$ obeys $\partial\phi/\partial\tau=-(H-E_T)\phi$ with $H=-\frac12\nabla^2+V$, in atomic units and for unit masses. The trial function $\psi_T$ is real and independent of $\tau$, and $f=\psi_T\phi$. The drift velocity is $\mathbf v=\nabla\ln|\psi_T|$ and the local energy is $E_L=(H\psi_T)/\psi_T$. The first half obtained, at points where $\psi_T\neq0$,

$$
\frac{\partial f}{\partial\tau}=\frac12\nabla^2f-\nabla\cdot(f\mathbf v)-(E_L-E_T)f .
\tag{14}
$$

The numerical model has $V=x^2/2+0.1x^4$, $\psi_T=e^{-ax^2/2}$ with $a=1.2$, and $E_T=0.6$ hartree. Its drift is $v=-ax$ and its local energy is $E_L=0.6-0.22x^2+0.1x^4$. Initially $f$ is a Gaussian of unit weight with centre $\frac12$ bohr and variance $1/(2a)$.

We now derive (14) again, without differentiating $\phi$ or using the product $\psi_T\nabla^2\phi$. The starting point is the probability-like kernel that moves $f$ through a short time.

### The kernel for the product

Let $G(R',R;\epsilon)$ be the kernel of $e^{-\epsilon(H-E_T)}$, so that

$$
\phi(R',\tau+\epsilon)=\int G(R',R;\epsilon)\,\phi(R,\tau)\,dR .
$$

If space is divided by nodes, the integral runs over one pocket and $G$ is the kernel for functions that vanish on its boundary. Multiply by $\psi_T(R')$ and write $\phi(R,\tau)=f(R,\tau)/\psi_T(R)$ under the integral:

$$
f(R',\tau+\epsilon)=\int K(R',R;\epsilon)f(R,\tau)\,dR,\qquad
K(R',R;\epsilon)=\psi_T(R')\,G(R',R;\epsilon)\,\frac{1}{\psi_T(R)} .
\tag{15}
$$

The ratio $\psi_T(R')/\psi_T(R)$ favours moves towards larger $|\psi_T|$. This is the origin of the drift, which must now be extracted quantitatively.

Take a smooth function $g(R)$ and ask how its integral against $f$ changes. From (15), with the order of integration exchanged,

$$
\int g(R')f(R',\tau+\epsilon)\,dR'
=\int f(R,\tau)\left[\int g(R')K(R',R;\epsilon)\,dR'\right]dR .
\tag{16}
$$

The Hamiltonian is real and self-adjoint, so its kernel is symmetric, $G(R',R;\epsilon)=G(R,R';\epsilon)$. For a discrete spectrum this is visible in the expansion $\sum_n e^{-\epsilon(E_n-E_T)}\phi_n(R')\phi_n(R)$ with real eigenfunctions. The inner integral is therefore the evolution operator acting on the function $g\psi_T$:

$$
\int g(R')K(R',R;\epsilon)\,dR'
=\frac{1}{\psi_T(R)}\left[e^{-\epsilon(H-E_T)}(g\psi_T)\right](R).
\tag{17}
$$

For small $\epsilon$ we expand the exponential. This requires $g\psi_T$ to be smooth enough and to satisfy the boundary conditions of $H$. Then

$$
\int g(R')K(R',R;\epsilon)\,dR'=g(R)+\epsilon\,(\mathcal Lg)(R)+O(\epsilon^2),\qquad
\mathcal Lg=-\frac{(H-E_T)(g\psi_T)}{\psi_T} .
\tag{18}
$$

The operator $\mathcal L$ follows from the product rule applied to $g\psi_T$:

$$
\frac{\nabla^2(g\psi_T)}{2\psi_T}
=\frac12\nabla^2g+\frac{\nabla\psi_T}{\psi_T}\cdot\nabla g+\frac{\nabla^2\psi_T}{2\psi_T}\,g .
$$

The cross term has coefficient one because the factor 2 from the second derivative of a product cancels the kinetic $\frac12$. Adding $-(V-E_T)g$ and using the definition of $E_L$,

$$
\mathcal Lg=\frac12\nabla^2g+\mathbf v\cdot\nabla g-(E_L-E_T)g .
\tag{19}
$$

The product rule has given the equation for $f$, and the short-time kernel has given the operator $\mathcal L$ in (19), which acts on a smooth function $g$. It remains to recover (14) from $\mathcal L$, to obtain the rule for walkers, to test the equation numerically and to compare what the two derivations assume.

Numbers in the example were calculated in double precision.
